# The averaged Green's function does not decide localization: the Lloyd chain

Consider a chain with nearest-neighbour hopping \(t>0\) and independent random site energies,

\[
H=H_0+\sum_n\varepsilon_n|n\rangle\langle n|,\qquad
p(\varepsilon)=\frac{\gamma/\pi}{\varepsilon^2+\gamma^2},\quad \gamma>0 ,
\]

where \(H_0\) has spectrum \(2t\cos k\). This is the Lloyd model. With \(G(z)=(z-H)^{-1}\), \(\operatorname{Im}z>0\) and \(\hbar=1\), its averaged Green's function is

\[
\langle G(z)\rangle=(z+i\gamma-H_0)^{-1},\qquad \Sigma=-i\gamma .
\]

The self-energy is constant, yet all states of the chain are exponentially localized. A second ensemble, \(H_0+\varepsilon\mathbb 1\) with one Cauchy energy \(\varepsilon\) common to all sites, has the same \(\langle G\rangle\) and only extended states. The averaged one-particle Green's function, without further knowledge of the ensemble, therefore cannot decide whether states are localized.

## The counter-example

**Independent energies.** Take first a ring of \(N\) sites, with \(\operatorname{Im}z=\eta>0\), and let the \(\varepsilon_n\) be complex with \(\operatorname{Im}\varepsilon_n\le0\). For a normalized vector \(v\),

\[
\operatorname{Im}\langle v|(z-H)|v\rangle=\eta-\sum_n|v_n|^2\operatorname{Im}\varepsilon_n\ge\eta .
\]

Hence \(\|(z-H)v\|\ge\eta\), so \(G\) exists, is analytic in each \(\varepsilon_n\) in the lower half-plane, and has norm at most \(1/\eta\). Since \(p\) falls as \(1/\varepsilon^2\), the integral over \(\varepsilon_n\) can be closed by a large lower semicircle, which contributes nothing in the limit. The only enclosed pole is that of \(p\) at \(-i\gamma\), with residue \((\gamma/\pi)/(-2i\gamma)=-1/(2\pi i)\). The clockwise contour supplies \(-2\pi i\), so

\[
\int d\varepsilon_n\,p(\varepsilon_n)\,G(\varepsilon_n)=G(\varepsilon_n=-i\gamma).
\]

The bound still holds after the replacement, so the step can be repeated for every site. This gives \(H\to H_0-i\gamma\).

For \(N\to\infty\), the ring and infinite Hamiltonians agree on any finitely supported vector once \(N\) is large enough. The matrix elements of \(G\) then converge for each realization, and the bound \(1/\eta\) allows the limit to be taken under the average. The argument uses no property of \(H_0\) special to one dimension. It does use the Cauchy density, whose only singularity in the lower half-plane is a simple pole.

**Common energy.** Now \(G(z)=(z-\varepsilon-H_0)^{-1}\), and the same contour, used once, gives \((z+i\gamma-H_0)^{-1}\). Every matrix element of \(\langle G\rangle\) agrees with the Lloyd result at every \(z\) in the upper half-plane. But each realization is a clean chain with shifted energies, and its states are plane waves.

The agreement does not depend on averaging over separate samples. Take a stack of uncoupled chains, and give each chain either one random energy or independent energies on its sites. Averaging over the chains of one large stack reproduces the two ensembles.

**Meaning of the damping.** For \(\tau>0\), \(e^{-iH\tau}\) is also analytic and bounded for \(\operatorname{Im}\varepsilon_n\le0\). The same contours give, in both ensembles,

\[
\langle e^{-iH\tau}\rangle=e^{-\gamma\tau}e^{-iH_0\tau}.
\]

Each realization conserves its norm. What decays is the average of amplitudes whose phases differ between realizations, so \(1/\gamma\) is not a time for escape from a site.

## A decay length that proves nothing

Let \(\zeta=E+i\gamma\) and define \(w\) by

\[
w+\frac1w=\frac{\zeta}{t},\qquad |w|>1 .
\]

The two roots have product 1. Neither has modulus 1, because \(w+1/w\) would then be real; so one root lies outside the unit circle. At real \(E\), \(\langle G(E)\rangle\) means the average taken at \(z=E+i\eta\) with \(\eta\to0^+\) afterwards; the order matters, because at \(\eta=0\) a single Lloyd realization has a real \(G\). The retarded function \(g_n=\langle G_{0n}(E)\rangle\) obeys

\[
\zeta g_n-t(g_{n+1}+g_{n-1})=\delta_{n0}.
\]

The decaying form \(g_n=Aw^{-|n|}\) solves this for \(n\ne0\). At \(n=0\) it requires \(A(\zeta-2t/w)=1\), and inserting \(\zeta=t(w+1/w)\) gives

\[
\langle G_{0n}(E)\rangle=\frac{w^{-|n|}}{t(w-1/w)} .
\]

Its modulus decays at the rate \(\ln|w|\). The next section shows that this is also the inverse localization length of the Lloyd chain. The common-shift ensemble has the same decay without localization, so the decay alone is no evidence for it.

## The general statement and its proof

For every \(\gamma>0\), the Lloyd chain has with probability one a complete set of exponentially localized eigenstates, with decay rate

\[
\lambda(E)=\ln|w|>0,\qquad
4t\cosh\lambda=|\zeta-2t|+|\zeta+2t| .
\]

**The growth rate.** The ratio \(R_n=\psi_{n+1}/\psi_n\) of a solution of \(H\psi=E\psi\) obeys

\[
R_n=\frac{E-\varepsilon_n}{t}-\frac1{R_{n-1}} .
\]

Describe a Cauchy variable of centre \(a\) and half-width \(b\) by \(c=a+ib\). Closing a contour in the upper half-plane gives \(\langle f(X)\rangle=f(c)\) for bounded analytic \(f\). Since \(f(-1/x)\) is again such a function, \(-1/X\) is Cauchy with parameter \(-1/c\). For independent variables the characteristic functions \(e^{isa-b|s|}\) multiply, so parameters add. As \((E-\varepsilon_n)/t\) has parameter \(\zeta/t\),

\[
c_n=\frac{\zeta}{t}-\frac1{c_{n-1}} .
\]

Using \(\zeta/t=w+1/w\),

\[
c_n-w=\frac{c_{n-1}-w}{w\,c_{n-1}},\qquad
c_n-\frac1w=\frac{w\,(c_{n-1}-1/w)}{c_{n-1}},
\]

and therefore

\[
\frac{c_n-w}{c_n-1/w}=\frac1{w^2}\,\frac{c_{n-1}-w}{c_{n-1}-1/w}.
\]

Every starting value with \(\operatorname{Im}c\ge0\) is driven to \(c=w\); the other fixed point, \(1/w\), lies in the lower half-plane, as the next equation shows. A sharp starting ratio is the case \(b=0\), and any starting law is a mixture of sharp ones, so the Cauchy law with parameter \(w\) is the unique stationary law. The imaginary part of the equation for \(w\) is

\[
\operatorname{Im}w\left(1-\frac1{|w|^2}\right)=\frac{\gamma}{t}>0 ,
\]

so \(\operatorname{Im}w>0\), as a half-width must be.

Since \(\ln|\psi_N/\psi_0|=\sum_{n=0}^{N-1}\ln|R_n|\), the ergodic theorem gives the growth rate \(\lambda=\langle\ln|R|\rangle\). The function \(\ln x\) is analytic in the upper half-plane, its singularity at \(x=0\) is integrable, and its slow growth leaves no contribution from the large arc. Hence \(\langle\ln R\rangle=\ln w\), with real part \(\lambda=\ln|w|>0\). The starting ratio has a continuous distribution and so misses the single decaying direction with probability one; \(\lambda\) is thus the Lyapunov exponent.

For the closed form, put \(s^2=w\). Then \(|s\mp1/s|^2=|w+1/w\mp2|=|\zeta/t\mp2|\), and the sum of the two squares is \(2|s|^2+2/|s|^2=4\cosh\lambda\). For \(\gamma\to0\) and \(|E|<2t\), the right-hand side of the closed form tends to \(4t\), so \(\lambda\to0\) and the localization length diverges.

**From growth to localization.** The transfer matrices have determinant 1 and a finite mean logarithm of their norm. At fixed \(E\), Oseledec's theorem then says that with probability one, towards each end of the chain, one solution decays as \(e^{-\lambda|n|}\) and all others grow. By Fubini's theorem this holds, for almost every realization, at all energies outside a set \(\mathcal N\) of zero length. Changing \(\varepsilon_0\) and \(\varepsilon_1\) does not alter behaviour at infinity, so \(\mathcal N\) does not depend on them.

It must be shown that \(\mathcal N\) carries no spectral weight. Eliminating the other sites gives \(G_{00}=1/(z-\varepsilon_0-\sigma)\), where \(\sigma\) is independent of \(\varepsilon_0\) and \(\operatorname{Im}\sigma\le0\). With \(x=\operatorname{Re}(z-\sigma)\) and \(y=\operatorname{Im}(z-\sigma)>0\),

\[
-\frac1\pi\int d\varepsilon_0\,\operatorname{Im}G_{00}
=\frac1\pi\int\frac{y\,d\varepsilon_0}{(x-\varepsilon_0)^2+y^2}=1 .
\]

As \(\eta\to0\), the spectral measure \(\mu_0\) of site 0, integrated over \(\varepsilon_0\), becomes ordinary length. Hence \(\mu_0(\mathcal N)=0\) for almost every \(\varepsilon_0\), and likewise \(\mu_1(\mathcal N)=0\). Repeated action of \(H\) on \(|0\rangle\) and \(|1\rangle\) generates all other sites, so no state has spectral weight in \(\mathcal N\).

Let \(\rho=\mu_0+\mu_1\), and let \(F_{mn}(E)\) be the density, relative to \(\rho\), of the spectral measure between sites \(m\) and \(n\). The matrix \(F\) is positive semidefinite and each of its columns solves \(H\psi=E\psi\). Since \(F_{00}+F_{11}=1\), column 0 or column 1 is nonzero. Moreover,

\[
\int d\rho\sum_n\frac{F_{nn}}{1+n^2}=\sum_n\frac1{1+n^2}<\infty ,
\]

so \(F_{nn}\le C(E)(1+n^2)\) for \(\rho\)-almost every \(E\). With \(|F_{nm}|^2\le F_{nn}F_{mm}\), the column grows at most linearly. Outside \(\mathcal N\) this excludes exponential growth, so the column decays exponentially at both ends and is a normalizable eigenstate. Such energies carry all the spectral weight, and the eigenstates are complete.

## Why the two lengths agree

A clean chain has exponent zero for \(|E|\le2t\) and \(\operatorname{arccosh}(|E|/2t)\) outside. In the common-shift ensemble this is evaluated at \(E-\varepsilon\), a Cauchy variable with parameter \(\zeta\). The clean exponent is the boundary value of the real part of an analytic logarithm, so its average is again \(\ln|w(\zeta)|=\lambda\). That average comes entirely from realizations whose band does not contain \(E\).

Extra knowledge can therefore change what \(\langle G\rangle\) says. On an open chain with \(\psi_0=0\) and \(\psi_1=1\), \(\psi_{N+1}=\prod_a(E-E_a)/t^N\), where \(E_a\) are the eigenvalues. If the nearest-neighbour chain is known to be ergodic, its own density of states equals the averaged one, \(D(E)=-\operatorname{Im}\langle G_{00}(E)\rangle/\pi\), and the large-\(N\) limit is the Thouless formula

\[
\lambda(E)=\int dE'\,D(E')\ln|E-E'|-\ln t .
\]

Here \(\lambda\) is the limit of \(\ln|\psi_{N+1}|/N\). Since both ensembles share \(\langle G_{00}\rangle\), \(D(E')=\int d\varepsilon\,p(\varepsilon)\,D_0(E'-\varepsilon)\), with \(D_0\) the density of states of the clean chain. Inserting this turns the formula into the clean exponent at \(E-\varepsilon\) averaged over \(p\), which is \(\ln|w(\zeta)|\). The decay rate of \(\langle G_{0n}\rangle\) is the same number because the constant self-energy makes \(\langle G\rangle\) the clean Green's function at \(\zeta\). The agreement thus rests on the Cauchy density. For other distributions the Thouless formula still gives \(\lambda\) from \(D\), but nothing here ties \(\lambda\) to the decay rate of \(\langle G_{0n}\rangle\).

The common-shift ensemble is not ergodic along the chain: no single realization has the averaged density of states.

## A quantity that does distinguish

Multiply two Green's functions before averaging. For one realization with spectral measure \(\mu_n\) at site \(n\), closing the energy integral in the upper half-plane gives

\[
\frac{\eta}{\pi}\int dE\,|G_{nn}(E+i\eta)|^2
=\iint d\mu_n(x)\,d\mu_n(y)\,\frac{2i\eta}{y-x+2i\eta} .
\]

The fraction has modulus at most 1. As \(\eta\to0\) it tends to 1 for \(x=y\) and to 0 otherwise, so the limit is \(\sum_x\mu_n(\{x\})^2\). For localized states, whose energies are nondegenerate in this chain, this is \(\sum_a|\psi_a(n)|^4>0\). For the infinite clean chain \(\mu_n\) is continuous and the limit is zero. By Parseval's theorem the left-hand side equals \(2\eta\int_0^\infty d\tau\,e^{-2\eta\tau}|\langle n|e^{-iH\tau}|n\rangle|^2\), a long-time average of the return probability.

In the common-shift ensemble the random phase cancels from probabilities. The return amplitude of \(H_0\) is \(\int_{-\pi}^{\pi}(dk/2\pi)\,e^{-2it\tau\cos k}=J_0(2t\tau)\), so the return probability is \(J_0(2t\tau)^2\). With position acting as \(i\partial_k\), the mean-square displacement is

\[
\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,(2t\tau\sin k)^2=2t^2\tau^2 .
\]

## Numbers for \(\gamma=0.5\,t\)

At \(E=0\), put \(w=iu\). Then \(u-1/u=0.5\), so \(u=0.25+\sqrt{1.0625}=1.2808\) and \(\lambda=\ln1.2808=0.2475\) per site, a localization length of 4.04 sites. Random transfer matrices give \(0.2477\pm0.0003\). Eigenstates with \(|E|<0.25\,t\) give \(0.255\pm0.005\), which is 1.5 standard errors above \(\lambda(0)\). In the common-shift ensemble \(E=0\) lies inside the band with probability 0.844, and the exponent is then zero, although its mean is also 0.2475.

At \(\tau=2/t\) the averaged return amplitude is \(J_0(4)e^{-1}=-0.1461\) in both ensembles; sampled Lloyd rings give \(-0.145\pm0.003\). The probabilities differ, as rings of 200 sites show:

| \(\tau\) (\(1/t\)) | return, Lloyd | return, shift | spread, Lloyd (sites²) | spread, shift (sites²) |
|---|---|---|---|---|
| 10 | 0.306 | 0.0279 | 19.0 | 200 |
| 20 | 0.308 | 0.00005 | 23.2 | 800 |
| 40 | 0.307 | 0.0049 | 25.9 | 3200 |

The sampling errors of the Lloyd entries are about 0.004 in the return probability and below 1 site² in the spread. At \(\tau=40/t\) the Lloyd spread is still below its infinite-time average, \(29.6\pm1.1\) sites² for 200 sites and \(28.4\pm1.2\) for 400. The infinite-time return probability is \(0.306\pm0.003\) and \(0.315\pm0.004\) for these sizes, equal within 1.6 combined standard errors. These infinite-time values rest on only 80 and 24 samples, and their errors understate the scatter: larger samples move them to about 0.30 for the return probability and about 32 sites² for the spread, shifts of up to 0.015 and 4 sites². Only their rough size and their lack of trend with chain length should be read from them. For clean open chains the mean of \(\sum_n|\psi_a(n)|^4\) over states falls from 0.00746 to 0.00374 when the length doubles, as it must for extended states. The numerical check computes the tabulated values and those quoted with error bars.

## Calculated quantities

```
hopping = 1.0 hop, half-width gamma = 0.50 hop
three-site ring at z = 0.3 + 1.0i hop
self-energy, independent sites: Im = -0.500000 hop, largest off-diagonal below 1e-7: True
self-energy, common shift: Im = -0.500000 hop, largest off-diagonal below 1e-7: True
E=0: |<G_0n>| at n=0,10,20 = 0.48507, 0.04084, 0.003438 1/hop
E=0: decay rate of |<G_0n>| = 0.24747 per site
E=0 hop: w = 0.0000 + 1.2808i, lambda = 0.24747 per site, length = 4.041 sites
   transfer matrices: 0.24767 +- 0.00029 per site
   common shift: mean clean exponent 0.24747 per site, P(E in band) = 0.8440
E=1 hop: w = 0.6371 + 1.1618i, lambda = 0.28140 per site, length = 3.554 sites
   transfer matrices: 0.28151 +- 0.00031 per site
   common shift: mean clean exponent 0.28140 per site, P(E in band) = 0.7998
E=3 hop: w = 2.6384 + 0.5794i, lambda = 0.99373 per site, length = 1.006 sites
   transfer matrices: 0.99411 +- 0.00033 per site
   common shift: mean clean exponent 0.99373 per site, P(E in band) = 0.1159
eigenstates with |E|<0.25 hop: decay rate 0.2551 +- 0.0050 per site
five sites, eta=0.002 hop: (eta/pi) int |G|^2 dE = 0.3343, sum |psi|^4 = 0.3343
averaged density of states at E=0: 0.15440 per hop per site
share of states |E|<0.5 hop: from <G> 0.1557, counted 0.1556 +- 0.0013
time 1 hbar/hop: mean amplitude, Lloyd samples 0.1369 +- 0.0022, formula 0.1358
time 2 hbar/hop: mean amplitude, Lloyd samples -0.1454 +- 0.0030, formula -0.1461
time 10 hbar/hop: return probability Lloyd 0.3062 +- 0.0039, common shift 0.02790
   mean-square displacement Lloyd 19.02 +- 0.54, common shift 200.0 sites^2
time 20 hbar/hop: return probability Lloyd 0.3076 +- 0.0043, common shift 0.00005
   mean-square displacement Lloyd 23.17 +- 0.78, common shift 800.0 sites^2
time 40 hbar/hop: return probability Lloyd 0.3067 +- 0.0037, common shift 0.00486
   mean-square displacement Lloyd 25.91 +- 0.89, common shift 3200.0 sites^2
Lloyd ring N=200, infinite-time average: return 0.3064 +- 0.0034, spread 29.57 +- 1.14 sites^2
Lloyd ring N=400, infinite-time average: return 0.3147 +- 0.0040, spread 28.41 +- 1.18 sites^2
common shift, open chain N=200: mean sum |psi|^4 = 0.00746
common shift, open chain N=400: mean sum |psi|^4 = 0.00374
```
